# Why the quantum and classical momentum densities of hydrogenic shells agree, part 2

An electron moves in $H=p^2/2-Z/r$ (Hartree atomic units, fixed point nucleus, no spin or relativity) at energy $E=-p_0^2/2$. A shell with its $n^2$ states equally populated and the classical microcanonical ensemble, of weight $\delta(H-E)\,d^3r\,d^3p/\Omega$, have the same momentum density per $d^3p$:

$$\rho(p)=\frac{8\,p_0^5}{\pi^2\,(p^2+p_0^2)^4},\qquad p_0=\frac{Z}{n}, \tag{1}$$

Write $D=p^2+p_0^2$ and $a=Z/p_0^2$. At given $\mathbf p$ the classical radius is $r=2Z/D=a(1-\xi_4)$, with $\xi_4$ defined in (5), and

$$\int d^3r\,\delta(H-E)=\frac{4\pi r^2}{Z/r^2}=\frac{4\pi r^4}{Z}=\frac{64\pi Z^3}{D^4}. \tag{2}$$

$$\Omega=64\pi Z^3\cdot\frac{\pi^2}{8p_0^5}=\frac{8\pi^3Z^3}{p_0^5}. \tag{3}$$

This used $\int_0^{\pi/2}\sin^2\vartheta\cos^4\vartheta\,d\vartheta=\pi/32$.

For an eigenstate $\psi$, $\varphi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\psi\,d^3r$ obeys

$$\frac{D}{2}\,\varphi(\mathbf p)=\frac{Z}{2\pi^2}\int\frac{\varphi(\mathbf p')}{|\mathbf p-\mathbf p'|^2}\,d^3p'. \tag{4}$$

Fock's projection maps $\mathbf p$ to $\xi=(\boldsymbol\xi,\xi_4)$ on the unit sphere $S^3$:

$$\boldsymbol\xi=\frac{2p_0\,\mathbf p}{D},\qquad \xi_4=\frac{p^2-p_0^2}{D},\qquad 1-\xi_4=\frac{2p_0^2}{D}. \tag{5}$$

Here $\xi_4=\cos\chi$, $p=p_0\cot(\chi/2)$, $|d\xi|=(2p_0/D)|d\mathbf p|$, and the surface element is $d\Omega_3=\sin^2\chi\,d\chi\,d^2\hat p$. The substitution

$$\varphi(\mathbf p)=\frac{4p_0^{5/2}}{D^2}\,\Phi(\xi) \tag{8}$$

gives the rotation-invariant equation

$$\Phi=\frac{Z}{p_0}\,K\Phi,\qquad (K\Phi)(\xi)=\frac{1}{2\pi^2}\int\frac{\Phi(\xi')}{|\xi-\xi'|^2}\,d\Omega_3'. \tag{9}$$

Harmonics $Y$ of degree $k=n-1$ form the space $\mathcal H_k$:

$$\dim\mathcal H_k=\tfrac12(k+1)(k+2)+\tfrac12k(k+1)=(k+1)^2. \tag{11}$$

$$KY=\frac{Y}{k+1}. \tag{12}$$

Rotations mix an orthonormal shell basis $\Phi_a$ unitarily, so the equally weighted sum is constant:

$$\sum_a|\Phi_a(\xi)|^2=\frac{n^2}{2\pi^2}. \tag{13}$$

The momentum probability in both theories is

$$dP=(1-\xi_4)\,\frac{d\Omega_3}{2\pi^2}, \tag{14}$$

Classically, with $G=r(H-E)$,

$$d^3p\int d^3r\,\delta(G)=4\pi\Big(\frac{2Z}{D}\Big)^2\frac2D\,d^3p=\frac{4\pi Z^2}{p_0^3}\Big(\frac{2p_0}{D}\Big)^3d^3p=\frac{4\pi Z^2}{p_0^3}\,d\Omega_3. \tag{15}$$

With angular momentum $\mathbf L$ and Runge–Lenz vector $\mathbf A=\mathbf p\times\mathbf L-Z\hat{\mathbf r}$,

$$\mathbf A'=\tfrac12(p^2-p_0^2)\,\mathbf r-\mathbf p\,(\mathbf p\cdot\mathbf r)=\mathbf A-\mathbf r\,(H-E). \tag{16}$$

Being linear in $\mathbf r$, $A'_k$ generates a flow (parameter $\tau$) that moves momenta independently of position and rotates the sphere:

$$\frac{d\xi_4}{d\tau}=\frac{2p_0^2}{D^2}\,p_kD=p_0\,\xi_k,\qquad \frac{d\xi_j}{d\tau}=\frac{2p_0}{D}\Big[p_jp_k-\tfrac12(p^2-p_0^2)\delta_{jk}\Big]-\frac{2p_0p_j}{D^2}\,p_kD=-p_0\,\xi_4\,\delta_{jk}. \tag{17}$$

### Orbits as great circles

A single Kepler orbit makes the weight concrete. Along the orbit $\mathbf L\cdot\boldsymbol\xi=0$, since $\mathbf L\cdot\mathbf p=0$. From (16), $\mathbf A'\times\mathbf p=\tfrac12(p^2-p_0^2)\mathbf L$, so on the shell $(\mathbf L\times\mathbf A)\cdot\mathbf p=\mathbf L\cdot(\mathbf A\times\mathbf p)=\tfrac12L^2(p^2-p_0^2)$. Multiplying by $2p_0/D$ gives $(\mathbf L\times\mathbf A)\cdot\boldsymbol\xi-p_0L^2\xi_4=0$. For $L\ne0$ these are two independent homogeneous linear conditions with constant coefficients. They confine $\xi$ to a plane through the origin of four-space, so the orbit is a great circle. The arc angle $u$ along it advances at the rate

$$\frac{du}{dt}=\frac{2p_0}{D}\Big|\frac{d\mathbf p}{dt}\Big|=\frac{p_0r}{Z}\cdot\frac{Z}{r^2}=\frac{p_0}{r},$$

so $dt=(a/p_0)(1-\xi_4)\,du$. The factor $1-\xi_4$ in (14) is the time spent per unit arc: the electron lingers far from the nucleus, where it is slow.

On a great circle each coordinate is a sinusoid of $u$, so $\xi_4=e\cos u$ with $u$ measured from the innermost point. At the turning points $\mathbf p\cdot\mathbf r=0$, and (16) gives $|\mathbf A|=\tfrac12rD|\xi_4|=Z|\xi_4|$, so $e=|\mathbf A|/Z$ is the eccentricity. Integration gives Kepler's equation $t=(a/p_0)(u-e\sin u)$ and the period $T=2\pi a/p_0$, the same for all orbits of the shell. Squaring $\mathbf A$, with $|\mathbf p\times\mathbf L|^2=p^2L^2$ and $\hat{\mathbf r}\cdot(\mathbf p\times\mathbf L)=L^2/r$, yields $A^2=Z^2+L^2(p^2-2Z/r)=Z^2-p_0^2L^2$, so $e^2=1-p_0^2L^2/Z^2$.

The microcanonical weight of the orbits follows by splitting $\mathbf p$ into a radial part $p_r$ and a transverse part of size $L/r$. Then $d^3p=\pi\,d(L^2)\,dp_r/r^2$ and $d^3r=4\pi r^2dr$ after the free angles are integrated. The delta function removes $p_r$ and leaves $1/|p_r|$ for each of its two signs, and $dr/|p_r|=dt$ on the outward and the inward leg. The measure is $4\pi^2\,d(L^2)\,dt$, uniform in $L^2$ on $[0,Z^2/p_0^2]$ and in time on $[0,T]$. Its total, $4\pi^2(Z^2/p_0^2)(2\pi Z/p_0^3)$, reproduces (3) once more. An ensemble with $e^2$ uniform on $[0,1]$, uniform mean anomaly $u-e\sin u$ and isotropic orientation is thus microcanonical.

### Cumulative distribution and moments

Integrating (14) over the directions of $\mathbf p$ gives $dP=(2/\pi)(1-\cos\chi)\sin^2\chi\,d\chi$. Momenta above $P$ fill the cap around the north pole up to $\chi=2\arctan(p_0/P)$, and with the primitives of $\sin^2\chi$ and $\cos\chi\sin^2\chi$,

$$\mathrm{Prob}(|\mathbf p|>P)=\frac2\pi\Big(\frac\chi2-\frac{\sin2\chi}{4}-\frac{\sin^3\chi}{3}\Big). \tag{18}$$

At the equator this is $\tfrac12-\tfrac{2}{3\pi}$. For $P\gg p_0$ the integrand is $\chi^4/\pi$ to leading order and $\chi\approx2p_0/P$, so the tail is $32p_0^5/(5\pi P^5)$.

For moments put $\theta=\chi/2$. Then $1-\cos\chi=2\sin^2\theta$, $\sin^2\chi=4\sin^2\theta\cos^2\theta$ and $d\chi=2\,d\theta$, so $dP=(32/\pi)\sin^4\theta\cos^2\theta\,d\theta$ on $[0,\pi/2]$ with $p=p_0\cot\theta$. The first moment needs $\int\sin^3\theta\cos^3\theta\,d\theta=\int_0^1y^3(1-y^2)\,dy=\tfrac1{12}$ with $y=\sin\theta$. The second needs $\int\sin^2\theta\cos^4\theta\,d\theta=\pi/32$, found above. The fourth needs $\int\cos^6\theta\,d\theta=\tfrac56\cdot\tfrac34\cdot\tfrac12\cdot\tfrac\pi2=5\pi/32$, by the reduction formula for powers of the cosine. Hence

$$\langle p\rangle=\frac{8p_0}{3\pi},\qquad\langle p^2\rangle=p_0^2,\qquad\langle p^4\rangle=5p_0^4 .$$

The most probable magnitude solves $2/p-8p/D=0$, which gives $p=p_0/\sqrt3$. Under (14), $\langle\xi_4\rangle$ is minus the uniform average of $\xi_4^2$, which is $\tfrac14$ because the four squares are equivalent and add up to one. Without the weight the measure would be $(16/\pi)\sin^2\theta\cos^2\theta\,d\theta$, and $\langle p^2\rangle$ would be $(16/\pi)\,p_0^2\int\cos^4\theta\,d\theta=(16/\pi)(3\pi/16)\,p_0^2=3p_0^2$.

Since $4\pi p^2\rho$ falls as $p^{-6}$, moments $\langle p^m\rangle$ exist only for $m<5$. A Monte Carlo estimate of $\langle p^m\rangle$ from independent microcanonical samples has finite variance only for $2m<5$, so the kinetic energy converges in the normal way and $\langle p^4\rangle$ does not.

Two position averages inherit the agreement. For an eigenstate $p^2\psi=2(E+Z/r)\psi$, so $\langle p^2\rangle=2\langle E+Z/r\rangle$ and $\langle p^4\rangle=\|p^2\psi\|^2=4\langle(E+Z/r)^2\rangle$, and classically the same relations hold point by point on the shell. The first gives $Z\langle1/r\rangle=p_0^2$. The second reads $5p_0^4=4\,(p_0^4/4-p_0^4+Z^2\langle r^{-2}\rangle)$, so $Z^2\langle r^{-2}\rangle=2p_0^4$ in both ensembles.

### Worked example: the $n=3$ shell of He$^+$

Take $Z=2$ with a fixed nucleus and $n=3$, so $p_0=0.666667$ a.u., $E=-0.222222$ hartree $=-6.047$ eV and $a=4.5$ bohr. Six digits are kept below to display an identity within the model, and they overstate the accuracy of the model for the real ion, since nuclear recoil and relativity are left out. The reduced mass alone lowers $p_0$ by a relative $1.4\times10^{-4}$, which moves the level to $-6.046$ eV and the shell-mean density at $p=1$ a.u. from $0.024521$ to $0.024512$ a.u.; the Dirac correction binds the level by at most a further $0.0003$ eV. The quantum numbers come from position space by a route that does not use the sphere. The plane-wave expansion $e^{-i\mathbf p\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(pr)Y_{lm}(\hat{\mathbf p})Y^*_{lm}(\hat{\mathbf r})$ gives $\varphi_{nlm}=(-i)^lY_{lm}(\hat{\mathbf p})f_{nl}(p)$ with $f_{nl}=\sqrt{2/\pi}\int R_{nl}\,j_l(pr)\,r^2dr$. The invariance argument that led to (13), applied to the ordinary sphere, gives $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, so each subshell contributes $(2l+1)f_{nl}^2/4\pi$. The numerical check evaluates these integrals by quadrature and holds all tests cited here.

At $p=0.5$ a.u., $D=0.25+0.444444=0.694444$, $\xi_4=(0.25-0.444444)/0.694444=-0.28$, and the factor from (8) is $16p_0^5/D^4=9.059697$. At $p=1$ a.u., $D=1.444444$, $\xi_4=0.384615$ and the factor is $0.484017$. The subshell sums over $m$ are:

| $l$ | $\lvert\varphi\rvert^2$, $p=0.5$ | $\lvert\Phi\rvert^2$, $p=0.5$ | $\lvert\varphi\rvert^2$, $p=1$ | $\lvert\Phi\rvert^2$, $p=1$ |
|---|---|---|---|---|
| 0 | 0.216241 | 0.023868 | 0.004087 | 0.008445 |
| 1 | 0.795891 | 0.087850 | 0.074177 | 0.153254 |
| 2 | 3.118594 | 0.344227 | 0.142420 | 0.294247 |
| sum | 4.130726 | 0.455945 | 0.220685 | 0.455945 |

The sums are formed before rounding. On the sphere each subshell changes between the two points, and the total stays at $n^2/2\pi^2=0.455945$. The shell means are $4.130726/9=0.458970$ a.u. and $0.220685/9=0.024521$ a.u., equal to (1) at both momenta. The closeness of $0.458970$ to $0.455945$ is an accident of the choice $p=0.5$, where the factor $9.06$ happens to lie near $n^2=9$.

On the classical side, quadrature over positions gives $\Omega=15069.05$ a.u., and $\Omega/(2\pi)^3=60.75$ per hartree equals $n^5/Z^2=243/4$. At $p=0.5$ the shell radius is $r=4/0.694444=5.76$ bohr, (2) gives $4\pi\,(5.76)^4/2=6916.24$, and $6916.24/15069.05=0.458970$ a.u. At $p=1$, $r=2.769231$ bohr and $369.5017/15069.05=0.024521$ a.u. The weights are $r/a=5.76/4.5=1.28$ and $2.769231/4.5=0.615385$, equal to $1-\xi_4$ at the two points. The constant in (15) is $169.646$ a.u., and $4.5\times169.646\times2\pi^2$ returns $\Omega$.

The probability of $|\mathbf p|<p_0$ is $0.712207$ both from the Bessel transforms and from (18), and $0.713$ from a random sample of Kepler orbits, against $0.5$ for the unweighted sphere. The moments are $\langle p\rangle=0.565884$, $\langle p^2\rangle=0.444444$ and $\langle p^4\rangle=0.987654$ a.u., the last two confirmed from the radial functions in position space, and the mode of $|\mathbf p|$ is at $0.3849$ a.u. The sampled orbits give $\langle\xi_4\rangle=-0.251$, and with the weight $a/r$ they give $\langle\xi_4\rangle=-0.002$ and $\langle\xi_4^2\rangle=0.249$. These agree with $-\tfrac14$, $0$ and $\tfrac14$ within the test tolerance of five standard errors. A numerically integrated orbit stays in a plane of four-space and turns through $6.283185$ rad in one period of $42.4115$ a.u. Beyond this example, the shell identity is tested for all $n\le8$ with $Z=1$ and $2$ to a relative $10^{-8}$, and (11), (12) and (13) are tested for $k\le5$.

### Where the agreement stops

Equal populations entered through the unitarity step before (13). A subshell is invariant only under ordinary rotations, which keep $\chi$ fixed and say nothing about the dependence on it. Dividing the table entries by $2l+1$ and by the shell mean gives the ratio of the $m$-averaged subshell density to (1). At $p=0.5$ the ratios are $0.216241/0.458970=0.47$ for 3s, $0.795891/(3\times0.458970)=0.58$ for 3p and $3.118594/(5\times0.458970)=1.36$ for 3d. At $p=1$ they are $0.17$, $1.01$ and $1.16$. At $p=0$ the Bessel functions $j_l$ with $l>0$ vanish, so the s state must carry the entire shell sum: its density is $n^2\rho(0)=9\times2.735672=24.6$ a.u., while the 3p and 3d densities are zero. Using (1) for a 3s target therefore gives a density nine times too small at $p=0$ and about six times too large at $p=1$, relative to the true 3s density. A target prepared in one subshell needs its own $f_{nl}$. For $n=1$ the shell is a single state and the question does not arise. A weak external field that mixes states only within the shell leaves (1) intact to lowest order, provided the populations remain equal, because the sum is independent of the basis.

The position density is not protected. The flow of $A'_k$ moves $x_j$ at the rate $\partial A'_k/\partial p_j$, which depends on the momentum, so of the six generators only the three components of $\mathbf L$ act point by point in position space, and they leave the radial distribution undetermined. The classical density is $\int d^3p\,\delta(H-E)/\Omega=4\pi\sqrt{2Z/r-p_0^2}/\Omega$. It diverges as $r^{-1/2}$ at the nucleus, where the quantum density is finite, and it vanishes beyond $r=2a$. In the He$^+$ $n=3$ shell the quantum probability beyond $2a=9$ bohr is $0.081$ of the total. A process fed by that outer region has no initial electrons there in the microcanonical ensemble.

Spreading the classical ensemble over a range of energies extends the position density outward, at the price of the exact momentum density. A mixture of microcanonical ensembles with momentum scales $p_0'$ has $\langle p^2\rangle=\overline{p_0'^2}$ and $\langle p^4\rangle=5\,\overline{p_0'^4}$. To equal (1) it would need $\overline{p_0'^2}=p_0^2$ and $\overline{p_0'^4}=p_0^4$, which means zero variance of $p_0'^2$. Among mixtures of microcanonical ensembles, only the sharp energy $E_n$ reproduces (1). The choice between the two marginals depends on the observable, and running both ensembles shows how sensitive the observable is to that choice.

A large degeneracy does not by itself give the result. For the isotropic oscillator with $m=\omega=1$ the classical momentum density is proportional to $\int d^3r\,\delta(p^2/2+r^2/2-E)=4\pi\sqrt{2E-p^2}$, which ends at $p^2=2E$ because the potential is bounded below. The ground state has $E=3/2$ and density $\pi^{-3/2}e^{-p^2}$, with probability $0.112$ beyond $p^2=3$. The excited states follow by applying the raising operators, proportional to $p_j-\partial/\partial p_j$ in the momentum representation, to $e^{-p^2/2}$, so each is a polynomial times $e^{-p^2/2}$. The density of any shell, however degenerate, is then a nonzero polynomial times $e^{-p^2}$, which cannot vanish throughout $p^2>2E$ and so differs from the classical density. The conserved quantities $x_ix_j+p_ip_j$ behind the oscillator's degeneracy are quadratic in position, so their flow on momenta depends on position, and the argument of (17) has no counterpart. For an electron outside an ionic core the potential departs from $-Z/r$ at small $r$, the kernel in (4) is no longer $|\mathbf p-\mathbf p'|^{-2}$, and the invariance of (9) is lost. Equation (1) with an effective $p_0$ is then a model whose error has to be assessed against computed orbitals. The tail of (1) at momenta approaching the electron mass times the speed of light, roughly 140 a.u., lies outside the non-relativistic Hamiltonian altogether.

For an equally populated hydrogenic shell the simplest exact sampling uses no orbital elements. Draw a uniform number, invert (18) for $\chi$, set $p=p_0\cot(\chi/2)$ and $r=2Z/D$, and choose the directions of $\mathbf p$ and $\mathbf r$ independently and isotropically, which is correct because $\delta(H-E)$ depends only on the two magnitudes. The momenta so drawn follow the quantum distribution exactly. The pairing of each momentum with a definite radius is a property of the classical ensemble only, and the identity (1) says nothing about the accuracy of the classical dynamics that follows.

## Numbers as computed

```
He+ Z = 2, n = 3; p0 = 0.666667 a.u.; a = 4.5000 bohr; 2a = 9.0000 bohr
E = -0.222222 hartree = -6.0470 eV
Omega = 15069.0505 a.u.; Omega/(2pi)^3 = 60.7500 per hartree
n^2 dn/dE = 60.7500 per hartree
int d3r delta(G) per dOmega = 169.6460 a.u.
n^2/(2 pi^2) = 0.455945; rho(0) = 2.735672 a.u.
--- p = 0.5 a.u.: D = 0.694444 a.u., xi4 = -0.280000
chi = 1.854590 rad; 16 p0^5/D^4 = 9.059697 a.u.
l = 0: sum_m|phi|^2 = 0.216241 a.u.; sum_m|Phi|^2 = 0.023868
l = 1: sum_m|phi|^2 = 0.795891 a.u.; sum_m|Phi|^2 = 0.087850
l = 2: sum_m|phi|^2 = 3.118594 a.u.; sum_m|Phi|^2 = 0.344227
shell sum |phi|^2 = 4.130726 a.u.; shell sum |Phi|^2 = 0.455945
quantum mean = 0.458970 a.u.; formula = 0.458970 a.u.
classical r = 5.760000 bohr; int d3r delta(H-E) = 6916.2362 a.u.
classical density = 0.458970 a.u.
--- p = 1.0 a.u.: D = 1.444444 a.u., xi4 = 0.384615
chi = 1.176005 rad; 16 p0^5/D^4 = 0.484017 a.u.
l = 0: sum_m|phi|^2 = 0.004087 a.u.; sum_m|Phi|^2 = 0.008445
l = 1: sum_m|phi|^2 = 0.074177 a.u.; sum_m|Phi|^2 = 0.153254
l = 2: sum_m|phi|^2 = 0.142420 a.u.; sum_m|Phi|^2 = 0.294247
shell sum |phi|^2 = 0.220685 a.u.; shell sum |Phi|^2 = 0.455945
quantum mean = 0.024521 a.u.; formula = 0.024521 a.u.
classical r = 2.769231 bohr; int d3r delta(H-E) = 369.5017 a.u.
classical density = 0.024521 a.u.
P(|p|<p0): quantum 0.712207, formula 0.712207, sampled orbits 0.713
<p> = 0.565884 a.u.; mode of |p| = 0.384900 a.u.
<p^2> = 0.444444 a.u. (position space 0.444444)
<p^4> = 0.987654 a.u. (position space 0.987654)
sampled <xi4> = -0.251; weighted a/r: <xi4> = -0.002, <xi4^2> = 0.249
test orbit: period = 42.4115 a.u.; angle on sphere = 6.283185 rad
quantum P(r > 2a), n = 3 shell = 0.081134 (classically forbidden)
3D oscillator ground state, m = omega = 1: P(p^2 > 2E = 3) = 0.111610
```
